# A Thermodynamically Consistent Drift-Diffusion Edge Flux for Fermi-Dirac Statistics

Q: The Scharfetter-Gummel flux has a density at each end of an edge and a Bernoulli function in front of each. For a degenerate layer, why not insert Fermi-Dirac densities and leave the rest alone?

A: Because the diffusion coefficient in that flux belongs to Boltzmann statistics. To see what changes, take electrons in one dimension with

$$n=N_cF(\eta),\quad \eta=\frac{E_F-E_c}{kT},\quad F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-\eta}} .$$

Here $E_c$ is the local band edge, including the electrostatic energy, and $E_F=-q\varphi_n$ is the quasi-Fermi energy, with $\varphi_n$ the quasi-Fermi potential. The current density is $j=-q\mu n\,d\varphi_n/dx=\mu n\,dE_F/dx$.

On an edge from node K to node L, of length $h$, I take $T$, $\mu$ and $N_c$ constant and $E_c$ affine. Let $f=E_F/kT$ and $a=-E_c/kT$, so that $\eta=f+a$, and let $\delta$ denote the value at L minus the value at K. With $s=x/h$,

$$j=\frac{\mu kTN_c}{h}J,\qquad J=F\frac{df}{ds}.$$

Now $df/ds=d\eta/ds-\delta a$, and the chain rule gives $dF/ds=F'\,d\eta/ds$, where a prime means $d/d\eta$. Hence

$$J=g\frac{dF}{ds}-F\,\delta a,\qquad g=\frac{F}{F'} .$$

The first term is diffusion, the second drift. The factor $g$ multiplies the Boltzmann diffusion coefficient $\mu kT/q$. For $F=e^\eta$ it is 1; in a degenerate gas it is larger.

Q: A wrong diffusion coefficient is a modelling error. Does it matter for equilibrium?

A: It produces a current where there should be none. At constant $E_F$ we have $\delta a=\delta\eta$. With $B(x)=x/(e^x-1)=1-x/2+x^2/12+\dots$, the Boltzmann flux becomes

$$B(\delta\eta)F_L-B(-\delta\eta)F_K=(F_L-F_K)-\tfrac12\delta\eta\,(F_L+F_K)+O(\delta\eta^3).$$

About the midpoint, $F_L-F_K=F'\delta\eta+O(\delta\eta^3)$ and $F_L+F_K=2F+O(\delta\eta^2)$, so the flux is $(F'-F)\delta\eta+O(\delta\eta^3)$. Multiplying by $\mu kTN_c/h$ and using $\delta\eta\approx h\,d\eta/dx$ leaves

$$j\to\mu kTN_c\,(F'-F)\frac{d\eta}{dx}\qquad(h\to0).$$

The length $h$ has cancelled. Mesh refinement does not remove this current as long as the densities are those of constant $E_F$. In a device the inner densities adjust, and the steady Boltzmann current is proportional to the difference of $Fe^{-a}$ between the contacts. It vanishes for identical contacts, but in general not for contacts of different density.

Q: Then avoid approximations. Solve the constant-current problem on the edge with the true $F$.

A: That is the right reference. Since $J=F\,df/ds$ is constant,

$$\frac{d\eta}{ds}=\frac{J}{F(\eta)}+\delta a,\qquad \delta f=J\int_0^1\frac{ds}{F(\eta(s))}.$$

The second relation follows on dividing by $F$ and integrating. It shows that the exact local flux is a harmonic-mean density times $\delta f$, and therefore vanishes at $\delta f=0$. But the profile $\eta(s)$ itself depends on $J$, so each edge requires the solution of a nonlinear equation. I want an explicit formula that keeps the same structure.

Q: What do you give up to get one?

A: The variation of $g$ inside the edge. Replace $g$ by a positive constant $\bar g$, still to be chosen, and call the resulting density profile $N(s)$:

$$\bar g\frac{dN}{ds}-\delta a\,N=J,\qquad N(0)=F_K,\quad N(1)=F_L .$$

Let $y=\delta a/\bar g$. For $\delta a\neq0$ the general solution is $N=-J/\delta a+Ce^{ys}$. The condition at K gives $C=F_K+J/\delta a$. The condition at L is then

$$F_L=-\frac{J}{\delta a}+\Bigl(F_K+\frac{J}{\delta a}\Bigr)e^y
\;\Rightarrow\; F_L-F_Ke^y=\frac{J}{\delta a}(e^y-1).$$

Solving for $J$ with $\delta a=\bar gy$,

$$J=\bar g\left[\frac{y}{e^y-1}F_L-\frac{ye^y}{e^y-1}F_K\right]=\bar g\,[B(y)F_L-B(-y)F_K],$$

because $ye^y/(e^y-1)=y/(1-e^{-y})=B(-y)$. As $\delta a\to0$, both Bernoulli functions tend to 1 and $J\to\bar g(F_L-F_K)$, which is pure diffusion.

Q: You have moved the difficulty into $\bar g$. The natural value is $g$ at the middle of the edge.

A: Let equilibrium decide. Put $w=\ln(F_L/F_K)$ and use $B(-y)=e^yB(y)$:

$$J=\bar gF_KB(y)\,(e^w-e^y).$$

The factors before the bracket are positive, so $J=0$ if and only if $y=w$. At constant $E_F$, $\delta a=\delta\eta$ and $y=\delta\eta/\bar g$. Zero current therefore requires

$$\bar g=\frac{\delta\eta}{\ln(F_L/F_K)}.$$

For $\delta\eta\ne0$ this is the one value that works within the frozen-coefficient family. I let $\bar g$ depend on the end values $\eta_K,\eta_L$ but not on $\delta a$. Any pair of end values can occur in equilibrium, with $\delta a=\delta\eta$, so the condition fixes $\bar g$ for every pair, and the same value is then used under bias.

It is also a sensible average. Since $d\ln F/d\eta=F'/F=1/g$,

$$\frac1{\bar g}=\frac1{\delta\eta}\int_{\eta_K}^{\eta_L}\frac{d\eta}{g(\eta)} .$$

Thus $\bar g$ is the harmonic mean of $g$ over the interval in $\eta$, and it tends to $g$ when $\delta\eta\to0$.

Q: And the two familiar limits?

A: For $F=e^\eta$ the logarithm equals $\delta\eta$, so $\bar g=1$ and the ordinary Scharfetter-Gummel flux returns. For $\eta\gg1$ at both nodes the occupation is nearly a step, and to leading order $F\propto\eta^{3/2}$. Then $g=2\eta/3$ and

$$\bar g\approx\frac23\,\frac{\eta_L-\eta_K}{\ln(\eta_L/\eta_K)},$$

two thirds of the logarithmic mean of the end values.

Q: What does the midpoint value do wrong, if it has the same limit?

A: Write $g_m$ for it. At equilibrium $y=\delta\eta/g_m$, so $w-y=\delta\eta\,(1/\bar g-1/g_m)$. Averaging the Taylor series of $1/g$ over the interval gives $1/\bar g=1/g_m+(1/g)''\delta\eta^2/24+\dots$. For small steps $e^w-e^y\approx w-y$ and the remaining factor tends to $gF$, so

$$J\approx gF\left(\frac1g\right)''\frac{\delta\eta^3}{24}.$$

After division by $h$ the spurious current falls as $h^2$. It is much less harmful than the Boltzmann choice on a fine mesh, but it is not zero.

Q: You have shown zero current at constant quasi-Fermi potential. Could your flux also vanish, or run backwards, when the potential is not constant?

A: No. In general $w-y=(\delta\eta-\delta a)/\bar g=\delta f/\bar g$. Call this $z$. Then

$$e^w-e^y=e^y(e^z-1)=e^y\frac{z}{B(z)},$$

and, since $e^yB(y)=B(-y)$ and $\bar gz=\delta f$,

$$J=F_{\rm edge}\,\delta f,\qquad F_{\rm edge}=F_K\frac{B(-\delta a/\bar g)}{B(\delta f/\bar g)}>0 .$$

So $J$ has the sign of $\delta f$ and vanishes if and only if $\delta f=0$. The dissipated power per unit area of the edge is $j\,\delta E_F/q$, which is proportional to $F_{\rm edge}(\delta f)^2\ge0$. By thermodynamic consistency I mean these two properties: no current at constant quasi-Fermi energy, and no negative dissipation.

Q: A positive density can still be absurdly large.

A: Not this one. The frozen profile can be written

$$N(s)=F_K+(F_L-F_K)\frac{e^{ys}-1}{e^y-1},$$

which runs monotonically from $F_K$ to $F_L$. Dividing its differential equation by $N$ and integrating gives

$$J\int_0^1\frac{ds}{N}=\bar gw-\delta a=\delta\eta-\delta a=\delta f .$$

Hence $F_{\rm edge}=\left(\int_0^1ds/N\right)^{-1}$, a harmonic mean that lies between the end values. This is the structure of the exact local flux, with $N$ in place of the true profile.

The limits have a direct meaning. Hold the end densities fixed and let $y\to+\infty$. The band edge then falls steeply toward L and electrons move from K to L. Here $B(-y)\to y$, and $B(z)\to-z=y-w$, so $F_{\rm edge}\to F_K$. For $y\to-\infty$ the large-argument form $B(x)\approx xe^{-x}$ gives $F_{\rm edge}\to F_Ke^w=F_L$. Strong drift selects the upstream density. Near equilibrium $y\to w$ and $z\to0$, so

$$F_{\rm edge}\to F_KB(-w)=\frac{w\,F_KF_L}{F_L-F_K}.$$

Q: Put numbers in. I would like a bad edge, not a comfortable one.

A: Take round parameters, chosen to stress the formula and not to describe a real device: $T=300$ K, $N_c=2\times10^{18}$ cm$^{-3}$, $\mu=1000$ cm$^2$/(V s), $h=5$ nm, and let $\eta$ fall from 8 to 2 on that single edge. Then $F_K=17.355$ and $F_L=2.824$, so the density drops from $3.47\times10^{19}$ to $5.65\times10^{18}$ cm$^{-3}$. The factor is

$$\bar g=\frac{-6}{-1.8158}=3.304 .$$

The local values of $g$ are 5.48 at K, 3.58 at the midpoint and 1.93 at L. A root search for the constant that stops the equilibrium current returns the same 3.304.

With $kT=25.85$ meV, the current unit $\mu kTN_c/h$ is $1.657\times10^7$ A/cm$^2$. At constant $E_F$ the Boltzmann flux gives $2.8\times10^8$ A/cm$^2$ and the midpoint choice $-5.1\times10^7$ A/cm$^2$.

Now shorten the edge about its centre, $\eta=5$, at fixed slope of $\eta$. At $h/16$ the Boltzmann current has grown to $6.31\times10^8$ A/cm$^2$, close to its limit of $6.33\times10^8$ A/cm$^2$. The midpoint current goes from $-5.11\times10^7$ to $-4.21\times10^6$ and $-2.67\times10^5$ A/cm$^2$ at $h$, $h/4$ and $h/16$. The successive ratios, 12.1 and 15.8, approach the 16 expected of an $h^2$ law.

Q: Your own flux is listed as $-4.9\times10^{-8}$ A/cm$^2$. You promised zero.

A: The zero is algebraic. Insert $y=w$ in the two-term formula:

$$\bar g\left[\frac{w}{F_L/F_K-1}F_L-\frac{-w}{F_K/F_L-1}F_K\right]
=\bar gw\left[\frac{F_KF_L}{F_L-F_K}+\frac{F_KF_L}{F_K-F_L}\right]=0 .$$

In floating-point arithmetic two nearly equal terms are subtracted, and rounding remains. In units of $1.657\times10^7$ A/cm$^2$ the residue is about $3\times10^{-15}$. On 2000 random edges the largest residue, relative to the K term, was $1.8\times10^{-15}$. The residue in A/cm$^2$ need not fall on a finer mesh, since the prefactor $1/h$ multiplies a rounding error that itself varies from edge to edge; here it rises to $-1.7\times10^{-6}$ A/cm$^2$ at $h/16$.

The factored form avoids the subtraction. If the nodal values of $E_F$ are stored and are equal, their computed difference is zero, and a finite $F_{\rm edge}$ times zero is zero. This advantage is lost if $\delta f$ is reconstructed from $\delta\eta-\delta a$. The code must also set $B(0)=1$ explicitly, since at $\delta f=0$ the quotient $x/(e^x-1)$ is 0/0, evaluate $B$ near zero without cancellation, by its series or with a library function for $e^x-1$, and replace $\bar g$ by $g$ at the midpoint when $\delta\eta$ is tiny. At very large positive $z$ both Bernoulli functions in $F_{\rm edge}$ underflow, so their ratio should be formed analytically: $B(-y)/B(z)\approx(1-w/z)e^w$.

Q: Zero at equilibrium is one point. How good is the current under bias?

A: Keep the end densities and apply $\delta E_F=10$ meV. Then $\delta f=10/25.85=0.3868$ and $\delta a=-6-0.3868=-6.3868$. The arguments are $-\delta a/\bar g=1.933$ and $\delta f/\bar g=0.1171$, with $B(1.933)=0.3271$ and $B(0.1171)=0.9426$. So

$$F_{\rm edge}=17.355\times\frac{0.3271}{0.9426}=6.02,$$

$$j=1.657\times10^7\times6.02\times0.3868=3.86\times10^7\ \text{A/cm}^2 .$$

The exact local problem gives $4.50\times10^7$ A/cm$^2$. The formula is 14.2 % low relative to that value. At 1 meV it is 14.4 % low, and at 50 meV 12.8 % low. Notice also that the midpoint choice has a spurious equilibrium current larger in magnitude than this whole 10 meV current.

Q: Fourteen per cent is not small. Where does it come from?

A: From the shape of the density profile. Near equilibrium the frozen problem makes $\ln N$ linear in $s$. In the exact problem $\eta$ is linear, and the slope of $\ln F$ with respect to $\eta$ is $1/g$. On this edge $g$ increases with $\eta$ at the three points quoted, so $\ln F(\eta)$ bends downward and lies above its chord. The true interior density is higher than the frozen one, and so is its harmonic mean.

For small steps this can be made quantitative. Let $\delta\eta$ and $\delta a$ be of order $\epsilon$, and let $\Lambda$ be the logarithm of the density in either problem. With $\gamma$ standing for $g$ or $\bar g$,

$$\frac{d\Lambda}{ds}=\frac1\gamma\left(Je^{-\Lambda}+\delta a\right),\qquad
\frac{d^2\Lambda}{ds^2}=-\frac{Je^{-\Lambda}}{\gamma}\frac{d\Lambda}{ds}-\frac1\gamma\frac{d\gamma}{ds}\frac{d\Lambda}{ds}.$$

The first term of the curvature is the same in both problems at order $\epsilon^2$. The second is absent in the frozen problem. In the exact one, $d\gamma/ds\approx g'\delta\eta$ and $d\Lambda/ds\approx\delta\eta/g$, so it equals $-c$ with $c=g'\delta\eta^2/g^2$. The difference $D=\Lambda_{\rm exact}-\Lambda_{\rm frozen}$ vanishes at both ends and obeys $D''=-c$ in $s$. Therefore $D=cs(1-s)/2$, whose average is $c/12$. The integral of the inverse density is lower by the fraction $c/12$ in the exact problem, and

$$\frac{J}{J_{\rm exact}}=1-\frac{g'\,\delta\eta^2}{12g^2}+\dots$$

The leading term does not contain $\delta a$, and it vanishes for Boltzmann statistics, where $g'=0$.

Q: Does that expansion survive a check?

A: At midpoint $\eta=3$ it predicts a relative deviation of $-0.00754\,\delta\eta^2$. Shooting solutions at $\delta\eta=0.2$ gave coefficients of $-0.00753$ for $\delta a=-0.1$ and $-0.00751$ for $\delta a=-0.4$.

For the bad edge, $\delta\eta=-6$ is far outside a small-step expansion. As a rough estimate, take the mean slope $g'\approx(5.476-1.928)/6=0.591$ and the midpoint $g=3.576$. Then $0.591\times36/(12\times3.576^2)=0.139$. That this is near the observed 14 % is welcome, but the expansion does not guarantee it at such a step.

Q: An edge is not a device. If every edge has an error, do they pile up?

A: The relative error of each edge density falls as $h^2$ on a smooth profile. To see how the errors combine, let $x$ run from 0 to 1 over the device and let $e(x)$ be the small relative error of the density used at given $f$, so that $J=(1+e)F\,df/dx$. Let $J_0$ be the exact current, $\Delta J=J-J_0$, and $u$ the resulting change of $f$, which is zero at both contacts. To first order,

$$\frac{du}{dx}+\frac{J_0F'}{F^2}\,u=\frac{J_0}{F}\left(\frac{\Delta J}{J_0}-e\right).$$

Multiplying by the positive factor $m=\exp\int_0^x(J_0F'/F^2)\,dx'$ makes the left side the derivative of $mu$, which integrates to zero. Hence

$$\frac{\Delta J}{J_0}=\frac{\int_0^1(m/F)\,e\,dx}{\int_0^1(m/F)\,dx}.$$

The total inherits a weighted average of the relative errors, not their sum.

I tested this on a prescribed dimensionless profile $a=2+4\cos\pi x$, $0\le x\le1$, with $f$ rising from 0 to 1.5 and no recombination. The continuous problem carries a current of 1.8170. With 8, 16, 32 and 64 edges the relative errors are 3.13 %, 0.783 %, 0.196 % and 0.0489 %. The last halving of $h$ reduces the error by a factor of 4.00, as second order requires.

Q: Those errors are positive. On the single edge your current was too low.

A: There is a second source of error here: the curved $a(x)$ is replaced by straight pieces. Near $x=1$ the density is low, so much of the resistance sits there, and $a$ is convex. Its chords lie above the curve by $a''h^2/12$ on average. This raises the density and hence the current. At $x=1$, $a''=4\pi^2\approx39.5$, and for 64 edges the excess in $a$ is $39.5/(12\times64^2)\approx8\times10^{-4}$. Since $d\ln F=d\eta/g$ and $g$ is a little above 1 at this low density, the density is raised by somewhat less than 0.08 %. The observed 0.049 % has the same sign and order of magnitude. This is the main cause. With the exact local problem solved on the same 64 straight pieces, the error is +0.0545 %; freezing $g$ changes it by only -0.0056 %.

Q: When should I not trust the flux?

A: When the assumptions on the edge fail. A temperature gradient adds a thermoelectric driving force that is absent from $j=\mu n\,dE_F/dx$. A change of $N_c$ along the edge, as in a graded alloy, adds a term to the density gradient that I have not included. At an abrupt heterojunction $E_c$ is not affine, and the interface needs its own transport condition. In the example the band edge changes by $6kT$, or 155 meV, over 5 nm, which is a field of about $3\times10^5$ V/cm. More seriously, for a single parabolic band with the stated $N_c$ and $\mu$ the mean free path is more than 20 nm, longer than the edge, and the Fermi wavelength at K is about 6 nm. Drift-diffusion does not describe transport on such an edge: the 10 meV current computed above is more than twenty times the net current, about $1.6\times10^6$ A/cm$^2$, that ballistic electrons in such a band could carry over the higher band edge at L under the same bias. The example tests the formula against its own continuous model and predicts nothing for a material.

The statistics are less restrictive. The zero, the sign and the density bounds used that $F$ is positive and strictly increasing, so they hold for other such functions too. What they do not provide is accuracy on a coarse edge: the flux can respect equilibrium and still miss the local current by 14 %. Where that matters, refine the mesh where $\eta$ changes fast, or solve the exact local problem there. This treats only the error from freezing $g$. The error from replacing a curved band edge by straight pieces calls for short edges where $E_c$ bends strongly, above all where the resistance is high. The numerical output below lists the main computed values.

## Computed values

```
temperature 300 K, kT = 25.852 meV
Nc = 2.0e+18 cm^-3, mobility = 1000 cm^2/(V s)
edge length = 5.0 nm, eta_K = 8.0, eta_L = 2.0
F_K = 17.35502, F_L = 2.82372, ln(F_L/F_K) = -1.81583
n_K = 3.4710e+19 cm^-3, n_L = 5.6474e+18 cm^-3
mean factor g_bar = 3.30428, by root search = 3.30428
Einstein factor at K, midpoint, L = 5.4763, 3.5763, 1.9284
current unit mu kT Nc/h = 1.6568e+07 A/cm^2
largest relative equilibrium residual, 2000 edges = 1.8e-15
equilibrium current in A/cm^2 on a subedge centred at eta = 5:
  h/1: consistent -4.9e-08, Boltzmann 2.7711e+08, midpoint -5.1128e+07
  h/4: consistent -4.2e-07, Boltzmann 5.9678e+08, midpoint -4.2127e+06
  h/16: consistent -1.7e-06, Boltzmann 6.3096e+08, midpoint -2.6747e+05
  Boltzmann limit for h -> 0: 6.3334e+08 A/cm^2
current under a quasi-Fermi energy difference, same end densities:
  1 meV: F_edge = 6.11346, j = 3.9179e+06, exact local j = 4.5772e+06 A/cm^2, deviation = -14.40 %
  10 meV: F_edge = 6.02217, j = 3.8594e+07, exact local j = 4.4972e+07 A/cm^2, deviation = -14.18 %
  50 meV: F_edge = 5.64382, j = 1.8085e+08, exact local j = 2.0745e+08 A/cm^2, deviation = -12.82 %
predicted deviation / deta^2 at eta = 3: -0.007540
  measured with deta = 0.2, da = -0.1: -0.007534
  measured with deta = 0.2, da = -0.4: -0.007506
band profile a = 2 + 4 cos(pi x), f from 0 to 1.5, dimensionless current:
  continuous problem: 1.8170142
  8 edges: 1.8738774, relative error = 3.129e-02
  16 edges: 1.8312375, relative error = 7.828e-03
  32 edges: 1.8205704, relative error = 1.957e-03
  64 edges: 1.8179033, relative error = 4.893e-04
  error ratio from 32 to 64 edges = 4.000
```
